# Why MP2 Has a Larger Basis-Set Error than CCSD: a numerical check

```python
# Result under test: the leading basis-set error of a singlet electron pair is a
# quadratic functional of its function at contact, r12 = 0. MP2 uses the
# Hartree-Fock contact function Phi0(r,r); CCSD for two electrons uses the
# correlated, depleted Psi(r,r).
# Uniform relative-momentum cutoff Q: error = (16/3) <delta(r12)> / Q^3.
# Partial wave l: increment = -A/(l+1/2)^4, A = 12 pi^2 int r^5 |g(r,r)|^2 dr,
# with g = Phi0 for MP2 and g = Psi for the exact two-electron function.
# Units: bohr and rydberg (kinetic energy -nabla^2, repulsion 2/r12).
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma, sici, zeta
from pyscf import gto, scf, mp, cc, fci

Z = 2.0
LMAX = 10
NRAD = 70
RMAX = 20.0

# ---------- Correlated helium function with explicit r12 ----------
def hylleraas(order, alpha):
    """Basis exp(-alpha s) s^i t^(2j) u^k; s=r1+r2, t=r1-r2, u=r12."""
    powers = np.array([(i, 2 * j, k) for i in range(order + 1)
                       for j in range(order // 2 + 1)
                       for k in range(order + 1) if i + 2 * j + k <= order])
    i, j, k = powers.T.astype(float)
    p, q, m = (np.add.outer(x, x) for x in (i, j, k))

    def integral(a, b, c):
        n = a + b + c + 3
        return gamma(n) / ((c + 1) * (b + c + 2) * (2 * alpha) ** n)

    def volume(a, b, c):
        return (integral(p + a + 2, m + b + 1, q + c)
                - integral(p + a, m + b + 1, q + c + 2))

    def cross_su(a):
        return (integral(p + a + 1, m + 1, q)
                - integral(p + a + 1, m - 1, q + 2))

    overlap = volume(0, 0, 0)
    kinetic = (np.outer(i, i) * volume(-2, 0, 0)
               - alpha * p * volume(-1, 0, 0) + alpha ** 2 * overlap
               + np.outer(j, j) * volume(0, 0, -2)
               + np.outer(k, k) * volume(0, -2, 0)
               + (np.outer(i, k) + np.outer(k, i)) * cross_su(-1)
               - alpha * m * cross_su(0)
               + (np.outer(j, k) + np.outer(k, j))
               * (integral(p + 2, m - 1, q) - integral(p, m + 1, q)))
    attraction = -4 * Z * integral(p + 1, m + 1, q)
    repulsion = integral(p + 2, m, q) - integral(p, m, q + 2)
    ham = 2 * (kinetic + attraction + repulsion)
    scale = np.sqrt(np.diag(overlap))
    energy, vec = eigh(ham / np.outer(scale, scale),
                       overlap / np.outer(scale, scale),
                       subset_by_index=[0, 0])
    coef = vec[:, 0] / scale / np.sqrt(2 * np.pi ** 2)

    def at_contact(r, u_power):
        value = np.zeros_like(r)
        for (a, b, c), amp in zip(powers, coef):
            if b == 0 and c == u_power:
                value += amp * (2 * r) ** a
        return value * np.exp(-2 * alpha * r)
    return energy[0], at_contact, len(powers)

# ---------- Radial Lobatto grid and multipole kernels ----------
M = NRAD + 1
PM = Legendre.basis(M)
x = np.concatenate(([-1.0], np.sort(PM.deriv().roots().real), [1.0]))
px = PM(x)
wx = 2 / (M * (M + 1) * px ** 2)
dx = x[:, None] - x[None, :]
np.fill_diagonal(dx, 1.0)
D = px[:, None] / px[None, :] / dx
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -M * (M + 1) / 4, M * (M + 1) / 4
beta = 2 / RMAX
jac = (2 + beta) / (1 - x + beta) ** 2
r = ((1 + x) / (1 - x + beta))[1:-1]
W = (wx * jac)[1:-1]
stiff = (D.T @ ((wx / jac)[:, None] * D))[1:-1, 1:-1]
stiff = (stiff + stiff.T) / 2

def multipole(k):
    green = np.linalg.inv(stiff + np.diag(k * (k + 1) * W / r ** 2))
    edge = np.outer((r / RMAX) ** k, (r / RMAX) ** k) / RMAX
    return (2 * k + 1) * (green + green.T) / 2 / np.outer(r, r) + edge

R = np.array([multipole(k) for k in range(2 * LMAX + 1)])
h = np.array([stiff / np.sqrt(np.outer(W, W))
              + np.diag(l * (l + 1) / r ** 2 - 2 * Z / r)
              for l in range(LMAX + 1)])

# ---------- Hartree-Fock and MP2 by partial waves ----------
c = eigh(h[0])[1][:, 0]
for _ in range(60):
    coulomb = 2 * R[0] @ c ** 2
    eps, vec = eigh(h[0] + np.diag(coulomb))
    c = vec[:, 0]
coulomb = 2 * R[0] @ c ** 2
eps_occ = eps[0]
e_hf = 2 * eps_occ - c ** 2 @ coulomb
fock_e, fock_u, mp2_inc = [], [], []
for l in range(LMAX + 1):
    fock = (h[l] + np.diag(2 * coulomb)
            - 2 * np.outer(c, c) * R[l] / (2 * l + 1))
    e, U = eigh(fock)
    fock_e.append(e)
    fock_u.append(U)
    first = 1 if l == 0 else 0
    G = U[:, first:].T @ (2 * R[l] * np.outer(c, c)) @ U[:, first:]
    ev = e[first:]
    mp2_inc.append(np.sum(G ** 2 / (2 * eps_occ - ev[:, None] - ev))
                   / (2 * l + 1))
fock_e, fock_u = np.array(fock_e), np.array(fock_u)
mp2_inc = np.array(mp2_inc)

# ---------- Full two-electron CI by partial waves ----------
gx, gw = leggauss(2 * LMAX + 2)
leg = np.array([Legendre.basis(k)(gx) for k in range(2 * LMAX + 1)])
root = np.sqrt(2 * np.arange(LMAX + 1) + 1)
angular = 0.5 * np.einsum('lx,mx,kx,x->lmk', leg[:LMAX + 1],
                          leg[:LMAX + 1], leg, gw)
angular *= np.outer(root, root)[:, :, None]
V = 2 * np.tensordot(angular, R, axes=(2, 0))

def solve_ci(L, guess):
    shape = (L + 1, NRAD, NRAD)
    hL, VL = h[:L + 1], V[:L + 1, :L + 1]
    U, e = fock_u[:L + 1], fock_e[:L + 1]
    UT = U.transpose(0, 2, 1)
    denom = e[:, :, None] + e[:, None, :] - 2 * eps_occ + 1
    v = guess / np.linalg.norm(guess)
    basis, images = [], []
    for _ in range(45):
        basis.append(v.ravel())
        image = hL @ v + v @ hL + np.einsum('lmij,mij->lij', VL, v)
        images.append(image.ravel())
        B, HB = np.array(basis), np.array(images)
        small = B @ HB.T
        val, y = eigh((small + small.T) / 2)
        psi = y[:, 0] @ B
        res = y[:, 0] @ HB - val[0] * psi
        step = (U @ ((UT @ res.reshape(shape) @ U) / denom) @ UT).ravel()
        if abs(step @ res) < 1e-11:
            return val[0], psi.reshape(shape)
        for _ in range(2):
            step = step - B.T @ (B @ step)
        v = (step / np.linalg.norm(step)).reshape(shape)
    raise RuntimeError("CI iteration did not converge")

ci_e, ci_psi = [], []
guess = np.outer(c, c)[None]
for L in range(LMAX + 1):
    energy, psi = solve_ci(L, guess)
    ci_e.append(energy)
    ci_psi.append(psi)
    guess = np.concatenate((psi, np.zeros((1, NRAD, NRAD))))
ci_e = np.array(ci_e)
ci_inc = np.diff(ci_e, prepend=e_hf)

# ---------- Contact functions and their predictions ----------
e5, contact5, _ = hylleraas(5, 1.9)
e_exact, contact6, n_hyl = hylleraas(6, 1.9)
psi_cc = contact6(r, 0)
phi_cc = c ** 2 / W / (4 * np.pi * r ** 2)

def delta_mean(g):
    return 4 * np.pi * np.sum(W * r ** 2 * g ** 2)

def wave_coef(g):
    return 12 * np.pi ** 2 * np.sum(W * r ** 5 * g ** 2)

d_hf, d_ex = delta_mean(phi_cc), delta_mean(psi_cc)
a_hf, a_ex = wave_coef(phi_cc), wave_coef(psi_cc)
cusp = (np.sum(W * r ** 2 * psi_cc * contact6(r, 1))
        / np.sum(W * r ** 2 * psi_cc ** 2))
assert abs(e_exact - e5) < 2e-5
assert abs(delta_mean(contact5(r, 0)) / d_ex - 1) < 0.01
assert abs(cusp - 0.5) < 0.03   # finite expansion converges slowly at contact

# Fits see only computed energies, never the contact integrals.
def fit(increments, waves, exponents):
    lam = np.array(waves) + 0.5
    matrix = np.array([lam ** (-n) for n in exponents]).T
    coef = np.linalg.solve(matrix, -increments[list(waves)])
    tail = sum(a * zeta(n, LMAX + 1.5) for a, n in zip(coef, exponents))
    return coef[0], tail

fit_mp2, tail_mp2 = fit(mp2_inc, (6, 10), (4, 6))
fit_ci, tail_ci = fit(ci_inc, (4, 7, 10), (4, 5, 6))
e2_limit = mp2_inc.sum() - tail_mp2
ecorr_exact = e_exact - e_hf
assert abs(fit_mp2 / a_hf - 1) < 0.02
assert abs(fit_ci / a_ex - 1) < 0.04  # three-term extrapolation from l <= 10
assert abs(ci_e[-1] - tail_ci - e_exact) < 1e-5

# ---------- Cause: change only the source driving a new channel ----------
def driven(l):
    e, U = eigh(h[l])
    denom = e[:, None] + e - ci_e[l - 1]
    correlated = np.einsum('mij,mij->ij', V[l, :l], ci_psi[l - 1])
    sources = (V[l, 0] * np.outer(c, c), correlated)
    return [-np.sum((U.T @ s @ U) ** 2 / denom) / ci_inc[l] for s in sources]

drive5, drive10 = driven(5), driven(10)
assert drive10[0] > 1.8
assert abs(drive10[1] - 1) < 0.25     # remaining terms are of order 1/l
assert abs(drive10[1] - 1) < abs(drive5[1] - 1)

# ---------- Uniform cutoff: relative s motion in a hard sphere ----------
BOX = 4.0
def cin(z):
    z = np.asarray(z, float)
    safe = np.where(z > 0, z, 1.0)
    return np.where(z > 0, np.euler_gamma + np.log(safe) - sici(safe)[1], 0)

def series(E):
    a = [0.0, 1.0]
    for n in range(2, 70):
        a.append((a[-1] - E / 2 * a[-2]) / (n * (n - 1)))
    return np.polynomial.Polynomial(a)

box_e = brentq(lambda E: series(E)(BOX), 1.24, 3.0, xtol=1e-14, rtol=1e-14)
bx, bw = leggauss(80)
box_norm = np.sum(bw * BOX / 2 * series(box_e)(BOX * (bx + 1) / 2) ** 2)
box_d_ex = 1 / (4 * np.pi * box_norm)
box_d_0 = (2 / BOX) * (np.pi / BOX) ** 2 / (4 * np.pi)
box_ci, box_mp2 = [], []
for n in (100, 200):
    k = np.arange(1, n + 1)
    pot = 2 / BOX * (cin((k[:, None] + k) * np.pi)
                     - cin(abs(k[:, None] - k) * np.pi))
    val = eigh(np.diag(2 * (k * np.pi / BOX) ** 2) + pot,
               eigvals_only=True)[0]
    Q = (n + 0.5) * np.pi / BOX
    box_ci.append((val - box_e) * Q ** 3)
    k = np.arange(n + 1, 40001)
    elem = 2 / BOX * (cin((k + 1) * np.pi) - cin((k - 1) * np.pi))
    gap = 2 * (np.pi / BOX) ** 2 * (k ** 2 - 1.0)
    box_mp2.append(np.sum(elem ** 2 / gap) * Q ** 3)
box_ci_lim = 2 * box_ci[1] - box_ci[0]
assert abs(box_ci_lim / (16 / 3 * box_d_ex) - 1) < 0.02
assert abs(box_mp2[1] / (16 / 3 * box_d_0) - 1) < 0.01

# ---------- Correlation-consistent Gaussian bases ----------
def gaussian(atom, basis, frozen):
    mol = gto.M(atom=atom, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    e2 = mp.MP2(mf, frozen=frozen).kernel()[0]
    solver = cc.CCSD(mf, frozen=frozen)
    solver.conv_tol = 1e-9
    ecc = solver.kernel()[0]
    assert mf.converged and solver.converged
    return mf, 2 * e2, 2 * ecc

gauss = []
for X, name in zip((2, 3, 4, 5), ('dz', 'tz', 'qz', '5z')):
    mf, e2, ecc = gaussian('He', 'cc-pv' + name, 0)
    if X == 3:
        fci_diff = 2 * fci.FCI(mf).kernel()[0] - 2 * mf.e_tot - ecc
        assert abs(fci_diff) < 1e-6
    gauss.append((X, e2 - e2_limit, ecc - ecorr_exact))
assert abs(2 * mf.e_tot - e_hf) < 2e-4
assert all(err2 > errcc > 0 for _, err2, errcc in gauss)
_, ne2_t, necc_t = gaussian('Ne', 'cc-pvtz', 1)
_, ne2_q, necc_q = gaussian('Ne', 'cc-pvqz', 1)
assert ne2_t - ne2_q > necc_t - necc_q > 0

# ---------- Results ----------
print(f"Radial points {NRAD}, outer radius {RMAX:.0f} bohr, lmax {LMAX}")
print(f"Hylleraas terms {n_hyl}, exponent 1.9 bohr^-1")
print(f"He HF energy: {e_hf:.6f} Ry")
print(f"He Hylleraas energy: {e_exact:.6f} Ry = {e_exact/2:.6f} hartree")
print(f"He CI energy, l<=10: {ci_e[-1]:.6f} Ry")
print(f"He CI energy, extrapolated: {ci_e[-1]-tail_ci:.6f} Ry")
print(f"MP2 corr. limit: {e2_limit:.6f} Ry = {e2_limit/2:.6f} hartree")
print(f"Exact corr.: {ecorr_exact:.6f} Ry = {ecorr_exact/2:.6f} hartree")
print(f"Mean cusp slope/value: {cusp:.4f} bohr^-1")
print(f"Contact density HF: {d_hf:.4f} bohr^-3")
print(f"Contact density correlated: {d_ex:.4f} bohr^-3")
print(f"Contact ratio HF/correlated: {d_hf/d_ex:.3f}")
for radius in (0.2, 0.5, 1.0, 2.0):
    idx = np.argmin(abs(r - radius))
    print(f"Depletion |Psi/Phi0|^2 at r={r[idx]:.3f} bohr: "
          f"{(psi_cc[idx]/phi_cc[idx])**2:.3f}")
print(f"A MP2: contact {a_hf:.4f}, energy fit {fit_mp2:.4f} Ry")
print(f"A CCSD: contact {a_ex:.4f}, energy fit {fit_ci:.4f} Ry")
print(f"Partial-wave ratio from contact integrals: {a_hf/a_ex:.3f}")
for L in (2, 5, 10):
    err2 = mp2_inc[:L + 1].sum() - e2_limit
    errcc = ci_e[L] - e_exact
    print(f"L={L}: errors MP2 {1000*err2:.4f}, CCSD {1000*errcc:.4f} mRy; "
          f"ratio {err2/errcc:.3f}")
for l, drive in ((5, drive5), (10, drive10)):
    print(f"l={l}: driven/true increment, HF source {drive[0]:.3f}, "
          f"correlated source {drive[1]:.3f}")
print(f"Sphere radius: {BOX:.1f} bohr; exact energy {box_e:.6f} Ry")
print(f"Sphere contact: free {box_d_0:.5f}, exact {box_d_ex:.5f} bohr^-3")
print(f"Sphere error*Q^3, order 2: {box_mp2[1]:.5f}, "
      f"law {16/3*box_d_0:.5f} Ry bohr^-3")
print(f"Sphere error*Q^3, full: {box_ci_lim:.5f}, "
      f"law {16/3*box_d_ex:.5f} Ry bohr^-3")
for X, err2, errcc in gauss:
    print(f"He cc-pVXZ X={X}: errors MP2 {1000*err2:.3f}, "
          f"CCSD {1000*errcc:.3f} mRy; ratio {err2/errcc:.3f}")
print(f"He cc-pVTZ FCI minus CCSD: {fci_diff:.1e} Ry")
print(f"Ne TZ to QZ gain: MP2 {1000*(ne2_t-ne2_q):.2f}, "
      f"CCSD {1000*(necc_t-necc_q):.2f} mRy")
print("tests ok")
```

Output:

```
Radial points 70, outer radius 20 bohr, lmax 10
Hylleraas terms 50, exponent 1.9 bohr^-1
He HF energy: -5.723360 Ry
He Hylleraas energy: -5.807445 Ry = -2.903722 hartree
He CI energy, l<=10: -5.807411 Ry
He CI energy, extrapolated: -5.807449 Ry
MP2 corr. limit: -0.074755 Ry = -0.037377 hartree
Exact corr.: -0.084085 Ry = -0.042042 hartree
Mean cusp slope/value: 0.4820 bohr^-1
Contact density HF: 0.1906 bohr^-3
Contact density correlated: 0.1067 bohr^-3
Contact ratio HF/correlated: 1.786
Depletion |Psi/Phi0|^2 at r=0.191 bohr: 0.591
Depletion |Psi/Phi0|^2 at r=0.520 bohr: 0.560
Depletion |Psi/Phi0|^2 at r=1.031 bohr: 0.418
Depletion |Psi/Phi0|^2 at r=2.023 bohr: 0.154
A MP2: contact 0.3316, energy fit 0.3305 Ry
A CCSD: contact 0.1485, energy fit 0.1482 Ry
Partial-wave ratio from contact integrals: 2.233
L=2: errors MP2 3.4115, CCSD 1.9109 mRy; ratio 1.785
L=5: errors MP2 0.4850, CCSD 0.2332 mRy; ratio 2.080
L=10: errors MP2 0.0815, CCSD 0.0339 mRy; ratio 2.402
l=5: driven/true increment, HF source 2.031, correlated source 1.029
l=10: driven/true increment, HF source 2.135, correlated source 1.009
Sphere radius: 4.0 bohr; exact energy 2.363697 Ry
Sphere contact: free 0.02454, exact 0.00696 bohr^-3
Sphere error*Q^3, order 2: 0.13090, law 0.13090 Ry bohr^-3
Sphere error*Q^3, full: 0.03713, law 0.03713 Ry bohr^-3
He cc-pVXZ X=2: errors MP2 23.098, CCSD 19.216 mRy; ratio 1.202
He cc-pVXZ X=3: errors MP2 8.480, CCSD 5.927 mRy; ratio 1.431
He cc-pVXZ X=4: errors MP2 3.799, CCSD 2.291 mRy; ratio 1.658
He cc-pVXZ X=5: errors MP2 1.942, CCSD 1.031 mRy; ratio 1.884
He cc-pVTZ FCI minus CCSD: -1.0e-10 Ry
Ne TZ to QZ gain: MP2 58.50, CCSD 56.67 mRy
tests ok
```
